**Numerical test of the Landau-level semiellipse and its crossed-diagram corrections**

For white-noise disorder in one Landau level $N$, the self-consistent Born approximation gives a semiellipse of half-width $\Gamma=\sqrt{2\hbar\omega_c(\hbar/\tau)/\pi}$, where $\omega_c$ is the cyclotron frequency and $\hbar/\tau$ the zero-field Born rate. Crossed diagrams are bounded by $c_N=\int_0^\infty e^{-2x}L_N(x)^4dx$, with $L_N$ a Laguerre polynomial and energies in units of $\Gamma/2$. The program asserts the semiellipse against an iterated solution, the width against a plane-wave count of the Born rate, and the band-edge shift against a sum over many levels. It compares $c_N$ from quadrature with a finite sum for $N\le10$, and asserts its step-by-step decrease up to $N=2000$. It also asserts the bound for all pairings of up to eight potentials at $N=0$. Moments from diagonalized random potentials at $N=0,1,5$ must agree with the diagram values within four standard errors. The output shows $c_N$ falling from 0.5 at $N=0$ to 0.093 at $N=5$, while the sampled fraction of states outside the semiellipse falls from 3.6% to 1.3%.

## Numerical verification

```python
"""
Result under test: white-noise disorder <V(r)V(r')> = W delta(r-r') in one
Landau level N. The self-consistent Born approximation (SCBA) gives a
semiellipse of half-width Gamma = sqrt(2 hbar w_c (hbar/tau) / pi), where
hbar/tau = 2 pi W nu0 is the zero-field Born rate. Crossed diagrams, in units
where Gamma/2 = 1, are bounded by c_N = int exp(-2x) L_N(x)^4 dx, which
decreases to zero with N. The fourth moment is 2 + c_N (SCBA: 2).
Model units: hbar = m = w_c = magnetic length = 1. With W = 2 pi, Gamma = 2.
"""
import numpy as np
from math import factorial, pi, sqrt, log
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import eval_hermite, eval_laguerre, j0, roots_laguerre

W = 2 * pi


def landau_function(n, x):
    norm = sqrt(2.0**n * factorial(n) * sqrt(pi))
    return eval_hermite(n, x) * np.exp(-x**2 / 2) / norm


def g(n, x):
    """Squared form factor F_N^2 as a function of x = q^2/2."""
    return np.exp(-x) * eval_laguerre(n, x)**2


# ---- zero-field Born rate by counting plane waves in a large box ----
box, e_low, e_high = 3000.0, 0.9, 1.1
integers = np.arange(-720, 721)
energy = 0.5 * (2 * pi / box)**2 * (integers[:, None]**2 + integers**2)
count = np.count_nonzero((energy > e_low) & (energy < e_high))
born_rate = 2 * pi * W * count / (box**2 * (e_high - e_low))
gamma_from_rate = sqrt(2 * born_rate / pi)

# ---- SCBA solved by iteration, compared with the semiellipse ----
test_e = np.array([0.0, 0.7, 1.4, 1.8, 2.5])
green = np.zeros(5, dtype=complex)
for _ in range(40000):
    green = 1 / (test_e + 1e-3j - green)
semi = np.sqrt(np.maximum(4 - test_e**2, 0)) / (2 * pi)
scba_error = np.max(np.abs(-green.imag / pi - semi))
assert scba_error < 2e-3

# ---- form factor and its self-reciprocal Fourier transform ----
for n in (0, 1, 5):
    for q in (0.6, 2.3):
        direct = quad(lambda x: landau_function(n, x)**2 * np.cos(q * x),
                      -12, 12, limit=300)[0]
        formula = np.exp(-q*q/4) * eval_laguerre(n, q*q/2)
        assert abs(direct - formula) < 1e-8
        y = q * q / 2
        transform = quad(lambda x: g(n, x) * j0(2*np.sqrt(x*y)),
                         0, 70, limit=500)[0]
        assert abs(transform - g(n, y)) < 1e-7

# ---- crossing weight: quadrature against the finite sum ----
nodes, weights = roots_laguerre(60)


def c_quadrature(n):
    return np.sum(weights * eval_laguerre(n, nodes / 2)**4) / 2


k = np.arange(1, 2001)
u = np.concatenate(([1.0], np.cumprod((2*k - 1) / (2*k))))


def c_sum(n):
    return 0.5 * np.sum((u[:n+1] * u[:n+1][::-1])**2)


for n in range(11):
    assert abs(c_quadrature(n) - c_sum(n)) < 1e-9
c_all = np.array([c_sum(n) for n in range(2001)])
n_all = np.arange(2000)
assert np.all(c_all[1:] <= c_all[:-1]*(n_all+0.5)/(n_all+1)*(1+1e-12))
assert np.all(c_all <= u / 2 * (1 + 1e-10))
c_asym = (log(2000) + np.euler_gamma + 4*log(2)) / (pi**2 * 2000)
assert abs(c_asym / c_all[2000] - 1) < 2e-3


# ---- three-line crossed diagrams ----
def a_weight(n):
    """One line crosses two others that do not cross each other."""
    return np.sum(weights * eval_laguerre(n, nodes / 3)**6) / 3


def b_weight(n):
    """Three mutually crossing lines: two radial integrals and one angle."""
    t, wt = np.polynomial.legendre.leggauss(110)
    s, ws = 25 * (t + 1), 25 * wt
    root = np.sqrt(np.outer(s, s))
    total = np.zeros_like(root)
    for theta in 2 * pi * np.arange(160) / 160:
        arg = s[:, None] + s[None, :] + 2 * root * np.cos(theta)
        arg = np.maximum(arg, 0)
        total += np.cos(2 * root * np.sin(theta)) * g(n, arg) / 160
    f = ws * g(n, s)
    return f @ total @ f


# ---- all diagrams with up to four lines in the lowest level ----
def pairings(points):
    if not points:
        yield []
        return
    for i in range(1, len(points)):
        for rest in pairings(points[1:i] + points[i+1:]):
            yield [(points[0], points[i])] + rest


lowest_moment = {}
for lines, catalan in ((2, 2), (3, 5), (4, 14)):
    values, uncrossed = [], 0
    for chords in pairings(list(range(2 * lines))):
        sign = np.zeros((lines, lines))
        for i in range(lines):
            for j in range(i + 1, lines):
                if chords[i][0] < chords[j][0] < chords[i][1] < chords[j][1]:
                    sign[i, j], sign[j, i] = 1, -1
        # Gaussian integral over all line momenta for N = 0
        value = 1 / np.linalg.det(np.eye(lines) + sign)
        values.append(value)
        if not sign.any():
            uncrossed += 1
        else:
            assert value <= c_all[0] + 1e-12
    assert uncrossed == catalan
    lowest_moment[2 * lines] = sum(values)

# ---- direct diagonalization with white noise on a real-space torus ----
flux, grid, samples = 64, 48, 300
length = sqrt(2 * pi * flux)
step = length / grid
axis = step * np.arange(grid)
rng = np.random.default_rng(12345)
levels = (0, 1, 5)
report = {}
for n in levels:
    phi = np.zeros((flux, grid, grid), dtype=complex)
    for j in range(flux):
        for image in (-1, 0, 1):
            centre = 2 * pi * j / length + image * length
            phi[j] += np.outer(landau_function(n, axis - centre),
                               np.exp(1j * centre * axis)) / sqrt(length)
    phi = phi.reshape(flux, -1)
    overlap = step**2 * phi.conj() @ phi.T
    assert np.max(np.abs(overlap - np.eye(flux))) < 1e-8
    density = np.sum(np.abs(phi)**2, axis=0)
    assert np.max(np.abs(density * 2 * pi - 1)) < 1e-6
    # half-width from the local level density against the Born-rate formula
    assert abs(2*sqrt(W*density.mean()) / gamma_from_rate - 1) < 2e-3
    bra, ket = phi.conj(), np.ascontiguousarray(phi.T)
    eigen = np.empty((samples, flux))
    for sample in range(samples):
        potential = rng.normal(size=grid * grid) * sqrt(W) / step
        h = step**2 * (bra * potential) @ ket
        eigen[sample] = np.linalg.eigvalsh((h + h.conj().T) / 2)
    moments = {}
    for order in (2, 4, 6, 8):
        per_sample = np.mean(eigen**order, axis=1)
        moments[order] = (per_sample.mean(),
                          per_sample.std(ddof=1) / sqrt(samples))
    a_n, b_n = a_weight(n), b_weight(n)
    assert a_n <= c_all[n] and abs(b_n) <= c_all[n]
    expected = {2: 1.0, 4: 2 + c_all[n],
                6: 5 + 6*c_all[n] + 3*a_n + b_n}
    if n == 0:
        assert abs(expected[4] - lowest_moment[4]) < 1e-9
        assert abs(expected[6] - lowest_moment[6]) < 1e-6
        expected[8] = lowest_moment[8]
        assert moments[4][1] < 0.1
    for order, value in expected.items():
        mean, error = moments[order]
        assert abs(mean - value) < 4 * error, (n, order, mean, value, error)
    pooled = np.sort(np.concatenate([eigen.ravel(), -eigen.ravel()]))
    inside = np.clip(pooled, -2, 2)
    cdf = (0.5 + inside*np.sqrt(4 - inside**2)/(4*pi)
           + np.arcsin(inside/2)/pi)
    rank = (np.arange(pooled.size) + 0.5) / pooled.size
    distance = np.max(np.abs(cdf - rank))
    outside = np.mean(np.abs(pooled) > 2)
    report[n] = (moments, expected, a_n, b_n, distance, outside)
assert report[0][4] > report[5][4]
assert report[0][5] > report[5][5]

# ---- worked example and the effect of neighbouring levels ----
cyclotron, rate = 10.0, 0.5  # meV
gamma = sqrt(2 * cyclotron * rate / pi)
tau_ps = constants.hbar / (rate * 1e-3 * constants.e) * 1e12
ratio = gamma / cyclotron
ladder = np.arange(-2000, 2001)


def outside_energy(z):
    return z + ratio**2 / 4 * np.sum(1 / (z - ladder))


edge = minimize_scalar(outside_energy, bounds=(0.01, 0.49),
                       method="bounded", options={"xatol": 1e-10}).fun
edge_formula = ratio * (1 - pi**2 * ratio**2 / 24)
assert abs(edge / edge_formula - 1) < 5e-4
peak_ratio = 2 * cyclotron / (pi * gamma)
assert abs(peak_ratio - sqrt(2 * cyclotron / rate / pi)) < 1e-12

print(f"hbar w_c = {cyclotron:.1f} meV, hbar/tau = {rate:.1f} meV")
print(f"tau = {tau_ps:.3f} ps, w_c tau = {cyclotron/rate:.1f}")
print(f"SCBA half-width Gamma = {gamma:.4f} meV")
print(f"Gamma/(hbar w_c) = {ratio:.4f}")
print(f"peak density / zero-field density = {peak_ratio:.4f}")
print(f"edge with symmetric ladder = {edge*cyclotron:.4f} meV")
print(f"edge, leading correction = {edge_formula*cyclotron:.4f} meV")
print(f"relative edge shift = {100*(edge/ratio-1):.2f} percent")
print(f"Gamma from plane-wave count (model units) = {gamma_from_rate:.4f}")
print(f"largest SCBA iteration deviation = {scba_error:.1e}")
print("crossing weight c_N (dimensionless):")
for n in (0, 1, 2, 5, 10, 100, 1000, 2000):
    print(f"  N = {n}: c_N = {c_all[n]:.6f}, bound u_N/2 = {u[n]/2:.6f}")
print(f"asymptotic c_N at N = 2000: {c_asym:.6f}")
print(f"torus: {flux} states, {grid}x{grid} grid, {samples} samples")
print("moments in units of Gamma/2; SCBA values 1, 2, 5, 14")
for n in levels:
    moments, expected, a_n, b_n, distance, outside = report[n]
    print(f"N = {n}: a_N = {a_n:.5f}, b_N = {b_n:.5f}")
    for order, value in expected.items():
        mean, error = moments[order]
        print(f"  m{order}: sampled {mean:.3f} +- {error:.3f},"
              f" diagrams {value:.4f}")
    print(f"  largest gap of integrated density = {distance:.4f}")
    print(f"  states outside SCBA edges = {100*outside:.2f} percent")
print("all assertions hold")
```

It prints:

```
hbar w_c = 10.0 meV, hbar/tau = 0.5 meV
tau = 1.316 ps, w_c tau = 20.0
SCBA half-width Gamma = 1.7841 meV
Gamma/(hbar w_c) = 0.1784
peak density / zero-field density = 3.5682
edge with symmetric ladder = 1.7605 meV
edge, leading correction = 1.7608 meV
relative edge shift = -1.32 percent
Gamma from plane-wave count (model units) = 2.0001
largest SCBA iteration deviation = 1.6e-04
crossing weight c_N (dimensionless):
  N = 0: c_N = 0.500000, bound u_N/2 = 0.500000
  N = 1: c_N = 0.250000, bound u_N/2 = 0.250000
  N = 2: c_N = 0.171875, bound u_N/2 = 0.187500
  N = 5: c_N = 0.092987, bound u_N/2 = 0.123047
  N = 10: c_N = 0.054992, bound u_N/2 = 0.088099
  N = 100: c_N = 0.008025, bound u_N/2 = 0.028174
  N = 1000: c_N = 0.001039, bound u_N/2 = 0.008920
  N = 2000: c_N = 0.000555, bound u_N/2 = 0.006307
asymptotic c_N at N = 2000: 0.000555
torus: 64 states, 48x48 grid, 300 samples
moments in units of Gamma/2; SCBA values 1, 2, 5, 14
N = 0: a_N = 0.33333, b_N = 0.25000
  m2: sampled 1.001 +- 0.007, diagrams 1.0000
  m4: sampled 2.505 +- 0.040, diagrams 2.5000
  m6: sampled 9.227 +- 0.264, diagrams 9.2500
  m8: sampled 43.240 +- 1.976, diagrams 44.1250
  largest gap of integrated density = 0.0234
  states outside SCBA edges = 3.60 percent
N = 1: a_N = 0.11934, b_N = 0.06250
  m2: sampled 1.002 +- 0.006, diagrams 1.0000
  m4: sampled 2.270 +- 0.029, diagrams 2.2500
  m6: sampled 7.057 +- 0.156, diagrams 6.9205
  largest gap of integrated density = 0.0131
  states outside SCBA edges = 2.44 percent
N = 5: a_N = 0.03182, b_N = 0.00953
  m2: sampled 1.000 +- 0.003, diagrams 1.0000
  m4: sampled 2.091 +- 0.015, diagrams 2.0930
  m6: sampled 5.647 +- 0.070, diagrams 5.6629
  largest gap of integrated density = 0.0071
  states outside SCBA edges = 1.29 percent
all assertions hold
```
